# Copper-Tin Convex Hull from Total Energies with Consistent Reference States: test program

```python
# Result under test: for a binary A-B the decomposition energy per atom,
#   D_k = e_k - min(energy per atom of any mixture of the OTHER phases),
# follows from formation energies f by a two-phase lever rule, needs no
# elemental subtraction, and is negative exactly for vertices of the hull.
# Symbols: nA, nB atoms in a cell; E total energy of the cell (eV);
#   x = nB/(nA+nB); e = E/(nA+nB); f = e - (1-x)*e_A - x*e_B.
# The total energies are chosen model inputs, not those of a real material.
from math import gcd
import numpy as np
from scipy.optimize import linprog
from scipy.constants import e as charge, N_A as avogadro

common = [("A", 4, 0, -400.00), ("A41B11", 41, 11, -4982.86),
          ("A10B3", 20, 6, -2481.56), ("A3B", 6, 2, -760.56),
          ("A6B5", 24, 20, -4001.98)]
b_low = ("B-low", 0, 8, -640.00)
b_met = ("B-met", 0, 4, -319.80)


def unpack(phases):
    return tuple(np.array([p[c] for p in phases], float) for c in (1, 2, 3))


def formation(nA, nB, E):
    """Formation energies; first phase is pure A, last phase is pure B."""
    x, e = nB / (nA + nB), E / (nA + nB)
    return x, e - (1 - x) * e[0] - x * e[-1]


def lever(x, f, k):
    """Lowest two-phase mixture without k: D, products i and j, weight of j."""
    best = None
    for i in np.where(x < x[k])[0]:
        for j in np.where(x > x[k])[0]:
            w = (x[k] - x[i]) / (x[j] - x[i])
            d = f[k] - (1 - w) * f[i] - w * f[j]
            if best is None or d > best[0]:
                best = (d, i, j, w)
    return best


def direct(nA, nB, E, k):
    """D from raw total energies: linear program with atom conservation."""
    o = np.arange(len(E)) != k
    r = linprog(E[o], A_eq=np.array([nA[o], nB[o]]), b_eq=[nA[k], nB[k]],
                bounds=(0, None), method="highs")
    assert r.status == 0
    return (E[k] - r.fun) / (nA[k] + nB[k])


def lower_hull(x, f):
    """Vertices of the lower convex hull by the monotone chain method."""
    h = []
    for p in np.argsort(x):
        while len(h) > 1:
            a, b = h[-2], h[-1]
            turn = (x[b]-x[a])*(f[p]-f[a]) - (f[b]-f[a])*(x[p]-x[a])
            if turn > 0:
                break
            h.pop()
        h.append(int(p))
    return h


def neighbour_estimate(x, f, hull, k):
    """Slope-jump estimate of D and the two slopes meeting at vertex k."""
    q = hull.index(k)
    i, j = hull[q - 1], hull[q + 1]
    sL = (f[k] - f[i]) / (x[k] - x[i])
    sR = (f[j] - f[k]) / (x[j] - x[k])
    return -(sR-sL)*(x[k]-x[i])*(x[j]-x[k])/(x[j]-x[i]), sL, sR


TOL = 1e-6  # eV per atom; covers the optimality tolerance of the solver

# Random phase sets: lever rule, hull, neighbour bound and residual bound.
rng = np.random.default_rng(7)
for trial in range(30):
    nB = np.r_[0, np.sort(rng.choice(np.arange(1, 24), 6, False)), 24] * 1.0
    nA = 24 - nB
    excess = np.r_[0, rng.uniform(-0.10, 0.03, 6), 0]
    E = -100 * nA - 80 * nB + 24 * excess
    x, f = formation(nA, nB, E)
    hull = lower_hull(x, f)
    residual = np.r_[0, rng.uniform(-0.01, 0.01, 6), 0]
    E2 = E + 0.7 * nA - 1.3 * nB + 24 * residual
    for k in range(1, 7):
        d = direct(nA, nB, E, k)
        assert abs(d - lever(x, f, k)[0]) < TOL
        assert (d < 0) == (k in hull)
        height = f[k] - np.interp(x[k], x[hull], f[hull])
        assert abs(height - max(d, 0)) < TOL
        if k in hull:
            assert abs(d) <= abs(neighbour_estimate(x, f, hull, k)[0]) + TOL
        bound = abs(residual[k]) + np.max(np.abs(np.delete(residual, k)))
        assert abs(direct(nA, nB, E2, k) - d) <= bound + TOL

print("Model inputs: cell atoms and total energy per cell")
for name, a, b, E in common + [b_low, b_met]:
    print(f"  {name:7s} nA={a:2d} nB={b:2d}  E={E:.2f} eV")

results = {}
for label, element in (("B-low", b_low), ("B-met", b_met)):
    phases = common + [element]
    nA, nB, E = unpack(phases)
    x, f = formation(nA, nB, E)
    hull = lower_hull(x, f)
    D, products = {}, {}
    print(f"Hull with {label}: vertices", ", ".join(phases[v][0] for v in hull))
    for k in range(1, 5):
        d, i, j, w = lever(x, f, k)
        assert abs(d - direct(nA, nB, E, k)) < TOL
        assert (d < 0) == (k in hull)
        D[k], products[k] = d, (i, j, w)
        size = [(p[1] + p[2]) // gcd(p[1], p[2]) for p in phases]
        ci, cj = (1 - w) * size[k] / size[i], w * size[k] / size[j]
        print(f"  {phases[k][0]:6s} x={x[k]:.4f} f={1e3*f[k]:.2f} "
              f"D={1e3*d:+.2f} meV/atom")
        print(f"    -> {ci:.5f} {phases[i][0]} + {cj:.5f} {phases[j][0]}"
              f" per formula; atom fractions {1-w:.4f}, {w:.4f}")
    results[label] = (nA, nB, E, x, f, hull, D, products)

nA, nB, E, x, f, hull, D, products = results["B-met"]
f_low, D_low, products_low = (results["B-low"][n] for n in (4, 6, 7))
A3B, A6B5, B = 3, 4, 5

# Change of the admitted B polymorph.
delta = b_met[3] / b_met[2] - b_low[3] / b_low[2]
assert np.allclose((f - f_low)[1:5], -x[1:5] * delta, atol=1e-10)
assert products[A6B5][:2] == products_low[A6B5][:2] == (A3B, B)
shift = direct(nA, nB, E, A6B5) - D_low[A6B5]
assert abs(shift + products_low[A6B5][2] * delta) < TOL
assert B not in products[A3B][:2]
assert abs(direct(nA, nB, E, A3B) - D_low[A3B]) < TOL
assert D_low[A6B5] > 0 > D[A6B5]
print(f"B-met minus B-low: {1e3*delta:.2f} meV/atom")
print(f"Shift of D(A6B5) from B-low to B-met: {1e3*shift:.2f} meV/atom")

# B-met subtracted for A6B5 only, B-low for everything else.
f_mixed = f_low.copy()
f_mixed[A6B5] = f[A6B5]
d_mixed = lever(x, f_mixed, A6B5)[0]
d_raw_low = direct(*results["B-low"][:3], A6B5)
assert abs(d_mixed - (d_raw_low - x[A6B5] * delta)) < TOL
assert min(abs(d_mixed - D[A6B5]), abs(d_mixed - D_low[A6B5])) > 1e-3
print(f"D(A6B5) with mixed B subtraction: {1e3*d_mixed:+.2f} meV/atom")

# A second calculation whose energies differ by a constant per atom kind.
cA, cB = 0.03, -0.01
E_second = E + cA * nA + cB * nB
f_second = formation(nA, nB, E_second)[1]
assert np.allclose(f_second, f, atol=1e-10)
for k in range(1, 5):
    assert abs(direct(nA, nB, E_second, k) - D[k]) < TOL
E_foreign = E.copy()
E_foreign[A6B5] = E_second[A6B5]
d_foreign = direct(nA, nB, E_foreign, A6B5)
f_foreign = formation(nA, nB, E_foreign)[1][A6B5]
error = (1 - x[A6B5]) * cA + x[A6B5] * cB
assert abs(d_foreign - D[A6B5] - error) < TOL
assert abs(f_foreign - f[A6B5] - error) < TOL
print(f"Second setting offsets: A {1e3*cA:+.1f}, B {1e3*cB:+.1f} meV/atom")
print(f"Error if only A6B5 is foreign: {1e3*error:+.2f} meV/atom")
print(f"  resulting f={1e3*f_foreign:.2f}, D={1e3*d_foreign:+.2f} meV/atom")
print(f"  own references restore f={1e3*f_second[A6B5]:.2f} meV/atom")

# Neighbour estimate and stability windows on the B-met hull.
# Scan: lowest (E - mu*nB)/nA at fixed amount of A, mu measured from B-met.
step = 1e-5
mu = np.arange(-0.4, -step / 2, step)
eB = E[B] / nB[B]
has_A = nA > 0
omega = (E[has_A] - (mu[:, None] + eB) * nB[has_A]) / nA[has_A]
winner = np.argmin(omega, axis=1)
print("B-met hull: neighbour estimate and window of mu_B minus e(B-met)")
for k, name in ((A3B, "A3B"), (A6B5, "A6B5")):
    estimate, sL, sR = neighbour_estimate(x, f, hull, k)
    low, high = f[k] + (1 - x[k]) * sL, f[k] + (1 - x[k]) * sR
    seen = mu[winner == k]
    assert abs(seen[0] - low) < 2 * step and abs(seen[-1] - high) < 2 * step
    if k == A6B5:
        assert abs(estimate - direct(nA, nB, E, k)) < TOL
    else:
        assert abs(estimate) > abs(direct(nA, nB, E, k)) + 1e-3
    print(f"  {name}: slopes {1e3*sL:.2f}, {1e3*sR:.2f} meV/atom;"
          f" estimate {1e3*estimate:.2f} meV/atom")
    print(f"    window {1e3*low:.2f} to {1e3*high:.2f} meV,"
          f" width {1e3*(high-low):.2f} meV")

to_kj = charge * avogadro / 1000
print("Main results on the B-met hull, in kJ per mole of atoms")
for k, name in ((A3B, "A3B"), (A6B5, "A6B5")):
    print(f"  {name}: f={f[k]*to_kj:.3f}, D={D[k]*to_kj:.3f} kJ/mol")
print("checks complete")
```

It prints:

```
Model inputs: cell atoms and total energy per cell
  A       nA= 4 nB= 0  E=-400.00 eV
  A41B11  nA=41 nB=11  E=-4982.86 eV
  A10B3   nA=20 nB= 6  E=-2481.56 eV
  A3B     nA= 6 nB= 2  E=-760.56 eV
  A6B5    nA=24 nB=20  E=-4001.98 eV
  B-low   nA= 0 nB= 8  E=-640.00 eV
  B-met   nA= 0 nB= 4  E=-319.80 eV
Hull with B-low: vertices A, A3B, B-low
  A41B11 x=0.2115 f=-55.00 D=+4.23 meV/atom
    -> 8.00000 A + 11.00000 A3B per formula; atom fractions 0.1538, 0.8462
  A10B3  x=0.2308 f=-60.00 D=+4.62 meV/atom
    -> 1.00000 A + 3.00000 A3B per formula; atom fractions 0.0769, 0.9231
  A3B    x=0.2500 f=-70.00 D=-11.29 meV/atom
    -> 0.28125 A10B3 + 0.03125 A6B5 per formula; atom fractions 0.9141, 0.0859
  A6B5   x=0.4545 f=-45.00 D=+5.91 meV/atom
    -> 2.00000 A3B + 3.00000 B-low per formula; atom fractions 0.7273, 0.2727
Hull with B-met: vertices A, A3B, A6B5, B-met
  A41B11 x=0.2115 f=-65.58 D=+4.23 meV/atom
    -> 8.00000 A + 11.00000 A3B per formula; atom fractions 0.1538, 0.8462
  A10B3  x=0.2308 f=-71.54 D=+4.62 meV/atom
    -> 1.00000 A + 3.00000 A3B per formula; atom fractions 0.0769, 0.9231
  A3B    x=0.2500 f=-82.50 D=-11.29 meV/atom
    -> 0.28125 A10B3 + 0.03125 A6B5 per formula; atom fractions 0.9141, 0.0859
  A6B5   x=0.4545 f=-67.73 D=-7.73 meV/atom
    -> 2.00000 A3B + 3.00000 B-met per formula; atom fractions 0.7273, 0.2727
B-met minus B-low: 50.00 meV/atom
Shift of D(A6B5) from B-low to B-met: -13.64 meV/atom
D(A6B5) with mixed B subtraction: -16.82 meV/atom
Second setting offsets: A +30.0, B -10.0 meV/atom
Error if only A6B5 is foreign: +11.82 meV/atom
  resulting f=-55.91, D=+4.09 meV/atom
  own references restore f=-67.73 meV/atom
B-met hull: neighbour estimate and window of mu_B minus e(B-met)
  A3B: slopes -330.00, 72.22 meV/atom; estimate -45.25 meV/atom
    window -330.00 to -28.33 meV, width 301.67 meV
  A6B5: slopes 72.22, 124.17 meV/atom; estimate -7.73 meV/atom
    window -28.33 to 0.00 meV, width 28.33 meV
Main results on the B-met hull, in kJ per mole of atoms
  A3B: f=-7.960, D=-1.089 kJ/mol
  A6B5: f=-6.535, D=-0.746 kJ/mol
checks complete
```
